Newns-Anderson density of states for oxygen on a semi-elliptic metal band

**1. A level that leaves the band on one side**

Take an oxygen 2p level 5 eV below the Fermi level of hafnium, and let it couple with a strength of 3 eV to a 5d band that extends from −2.5 to +7.5 eV. The coupling pushes the level down to −6.15 eV, where a sharp state holds 86 % of the oxygen orbital. No sharp state appears above the band. At a coupling of 4.5 eV, with the oxygen level held fixed, there is still none; at 6 eV there is one, at 7.55 eV. The questions are why the upper state needs a minimum coupling, and where the remaining 14 % of the orbital sits.

**2. Model and Green function**

One oxygen spin-orbital |a⟩ at energy ε_a couples to metal states |k⟩ at energies ε_k:

H = ε_a|a⟩⟨a| + Σ_k ε_k|k⟩⟨k| + Σ_k (V_ak|a⟩⟨k| + V_ak*|k⟩⟨a|).

The states are orthonormal. Coulomb repulsion on the oxygen enters in mean field: ε_a already contains the average repulsion from the other electrons and is held fixed.

Define G(z) = (z − H)⁻¹. The a and k rows of (z − H)G = 1, taken in column a, are

(z − ε_a)G_aa − Σ_k V_ak G_ka = 1,

(z − ε_k)G_ka − V_ak* G_aa = 0.

The second gives G_ka = V_ak* G_aa/(z − ε_k). Inserted in the first, it gives

G_aa(z) = 1/[z − ε_a − Σ(z)], Σ(z) = Σ_k |V_ak|²/(z − ε_k).

The density of states on the oxygen is ρ_a(ε) = −(1/π) Im G_aa(ε + i0), because −(1/π) Im 1/(ε − E + i0) = δ(ε − E) for each eigenstate of energy E.

**3. The self-energy of a semi-elliptic band**

Let the band have centre ε_c and half-width W. Measure energies from the centre: x = ε − ε_c and e = ε_a − ε_c; from here on z is also measured from ε_c. With total squared coupling V² = Σ_k|V_ak|², the assumed band shape is

Σ_k |V_ak|² δ(x + ε_c − ε_k) = V² · 2√(W² − x²)/(πW²), |x| < W.

The self-energy is the integral of this function over 1/(z − y). Substituting y = W cos θ gives

Σ(z) = (2V²/π) ∫₀^π sin²θ/(z − W cos θ) dθ.

Now write z = (W/2)(u + 1/u). The two solutions for u are reciprocals of each other. Off the band one of them has |u| > 1, and we take that one. With q = 1/u,

z − W cos θ = (W/2q)(1 − 2q cos θ + q²).

Summing two geometric series, which converge because |q| < 1, gives

Σ_{n≥1} qⁿ⁻¹ sin nθ = (1/2i)[e^{iθ}/(1 − qe^{iθ}) − e^{−iθ}/(1 − qe^{−iθ})] = sin θ/(1 − 2q cos θ + q²).

Multiply by sin θ and integrate from 0 to π. The sines are orthogonal, so the n = 1 term alone survives and gives π/2. Hence

Σ = (2V²/π)(2q/W)(π/2) = 2V²q/W = βW/u, β = 2V²/W².

To return to z, define R = (W/2)(u − 1/u). Then R² = z² − W² and W/u = z − R, so

Σ(z) = β(z − R).

The condition |u| > 1 fixes the sign of R. For real x outside the band, u has the sign of x, and R = sgn(x)√(x² − W²). For x inside the band, approached from above the real axis, put u = re^{iφ} with r slightly above 1. Then Im z = (W/2)(r − 1/r) sin φ > 0 requires sin φ > 0, and as r → 1 we get R = iW sin φ = i√(W² − x²). Therefore

Σ = β[x − i√(W² − x²)] for |x| < W,

Σ = β[x − sgn(x)√(x² − W²)] for |x| > W.

**4. Density inside the band**

Inside the band G_aa = 1/(A + iB), with A = (1 − β)x − e and B = β√(W² − x²). Since −Im 1/(A + iB) = B/(A² + B²),

ρ_a(x) = (β/π)√(W² − x²) / {[(1 − β)x − e]² + β²(W² − x²)}.

For β ≪ 1 and e well inside the band, this is close to a Lorentzian centred at e/(1 − β) ≈ e + βe, with half-width β√(W² − e²). The shift βe is of the same order in β as the width, so it cannot be dropped unless |e| ≪ W.

A second case has a simple picture. A semi-infinite chain of sites at energy zero with hopping W/2 has an end-site Green function g. Removing the end site leaves the same chain, so

g = 1/(z − W²g/4), or W²g²/4 − zg + 1 = 0.

The solution that decays at large z is g = 2(z − R)/W², and V²g = β(z − R) is our self-energy. The semi-elliptic metal is thus equivalent to a chain whose first site couples to the oxygen with strength V. If e = 0 and V = W/2, so that β = 1/2, the oxygen is one more chain site. The denominator of ρ_a becomes x²/4 + (W² − x²)/4 = W²/4, and ρ_a = 2√(W² − x²)/(πW²), the original semi-ellipse, as it must be.

**5. When discrete levels exist**

Outside the band Σ is real, and a discrete level is a zero of

F(x) = x − e − Σ(x).

Differentiating the definition of Σ gives Σ′(x) = −Σ_k|V_ak|²/(x + ε_c − ε_k)² < 0, so F′ > 1. On each side of the band F can therefore vanish at most once, and its value at the edge decides. There u = ±1 and Σ(±W) = ±βW.

Above the band F rises from F(W) = (1 − β)W − e to +∞. A zero needs F(W) < 0:

upper level: e > (1 − β)W.

Below the band F rises from −∞ to F(−W) = −(1 − β)W − e. A zero needs F(−W) > 0:

lower level: e < −(1 − β)W.

Both conditions hold together if and only if β > 1 and |e| < (β − 1)W.

The upper condition can be written βW > W − e. The quantity βW is the upward push Σ(W) at the upper edge, and W − e is the distance from the oxygen level to that edge. A level far below the band therefore needs a large coupling before any state leaves the top.

**6. Energies, character and weights**

Insert x = (W/2)(u + 1/u) and Σ = βW/u into F = 0 and multiply by 2u/W:

P(u) = u² − 2(e/W)u + 1 − 2β = 0,

u_± = [e ± √(e² + (2β − 1)W²)]/W.

Now P(1) = 2[(1 − β)W − e]/W. It is negative when the upper level exists; the larger root u₊ then exceeds 1. Likewise P(−1) = 2[(1 − β)W + e]/W is negative when the lower level exists, and then u₋ < −1. Other roots do not satisfy |u| > 1 and are discarded. The energy is

x_b = (W/2)(u + 1/u).

In the chain picture, real amplitudes c_j on the metal sites beyond the first satisfy x_b c_j = (W/2)(c_{j−1} + c_{j+1}). The decaying solution has c_{j+1}/c_j = 1/u, so |u| measures how tightly the state is held at the surface. The oxygen row gives V c₁ = (x_b − e)c_a = (βW/u)c_a. The product V c_a c₁ has the sign of u: the lower level is bonding and the upper one antibonding.

Near x_b, F ≈ F′(x_b)(x − x_b), so the oxygen weight of the level is Z = 1/[1 − Σ′(x_b)]. With dΣ/du = −βW/u² and dx/du = (W/2)(1 − 1/u²),

Σ′(x_b) = −2β/(u² − 1),

Z = (u² − 1)/(u² − 1 + 2β).

The full density is the band part plus a term Zδ(x − x_b) for each level that exists. Because G_aa ≈ 1/z far away, its integral around a large circle, divided by 2πi, is 1. Shrinking the circle onto the real axis collects the band and the poles:

∫ρ_a dx + Σ_b Z_b = 1.

In the strong-coupling limit, V much larger than W and |e|, we have u_± ≈ ±2V/W and x_b ≈ ±V, and each weight tends to 1/2. This is the two-level molecule formed by the oxygen and the first chain site.

As a test, chains of 1000 metal sites were diagonalized for five pairs (β, e/W), with zero, one or two discrete levels. Energies and weights agreed with the formulas to rounding error. The accumulated band weight, sampled at four energies, agreed to 0.0009. This difference comes from the discrete levels of a finite chain and shrinks roughly as the inverse of its length.

**7. How a level emerges**

Let e exceed the upper threshold by a small g = e − (1 − β)W > 0, and put u = 1 + η. Then

P(1 + η) = −2g/W + 2(1 − e/W)η + η² = 0.

Since 1 − e/W = β − g/W, the leading order is η = g/(βW). Using u + 1/u − 2 = (u − 1)²/u,

x_b − W ≈ Wη²/2 = g²/(2β²W), Z ≈ 2η/(2β) = g/(β²W).

The level separates quadratically, while its weight grows linearly. For β = 0.7 and g = 0.01W, numerical integration of the original self-energy gives 0.994 and 0.991 times these two estimates.

At threshold itself, g = 0, set x = W − δ. Then A = −(1 − β)δ, so A² is of order δ² and negligible beside B² ≈ 2β²Wδ. This leaves

ρ_a ≈ 1/[πβ√(2Wδ)].

The density diverges at the edge but remains integrable, and the discrete weight is zero. Away from threshold the denominator is finite at the edge and ρ_a vanishes there as √δ.

**8. Oxygen on hafnium**

The inputs are rough typical values: W = 5 eV, ε_c = 2.5 eV, ε_a = −5 eV, V = 3 eV, with the Fermi level at zero. Then e = −7.5 eV and β = 2·9/25 = 0.72. The lower level exists because −7.5 eV lies below −(1 − β)W = −1.4 eV. The upper one does not, because −7.5 eV is not above +1.4 eV. The lower root is

u = −1.5 − √(2.25 + 0.44) = −3.140,

x_b = 2.5 eV × (−3.1401 − 0.3185) = −8.65 eV,

Z = (9.860 − 1)/(9.860 − 1 + 1.44) = 0.860.

Relative to the Fermi level the bonding state is at 2.50 − 8.65 = −6.15 eV, a downward shift of 1.15 eV. In the chain picture its amplitude shrinks to 0.32 of its previous magnitude from one metal site to the next. It alternates in sign for the positive hopping W/2 chosen here; a hopping of −W/2 gives the same self-energy, level and weight with no alternation.

The remaining weight, 0.140, lies in the band. It forms a low, broad hump with a maximum of 0.018 per eV near 0.4 eV, not a narrow antibonding resonance. Of this weight, 0.036 is below the Fermi level, so the zero-temperature occupation is n = 0.860 + 0.036 ≈ 0.90. If all six 2p spin-orbitals coupled equally, the atom would hold 6n − 4 ≈ 1.4 electrons more than neutral oxygen.

The upper threshold follows from 2V²/W = W − e:

V = √[W(W − e)/2] = √(5 × 12.5/2) eV = 5.59 eV.

This explains the opening observation. At V = 6 eV, just past threshold, the upper level is 0.05 eV above the band and has a weight of 0.05. At 8 eV its weight is 0.20, and the band weight has fallen to 0.11 from 0.21 at 4.5 eV. All these comparisons hold the oxygen level fixed.

**9. What the model leaves out**

*The sp band.* Represent it by a flat, wide continuum that adds −iΔ_sp to Σ. Near the pole G_aa ≈ 1/[(x − x_b)/Z + iΔ_sp], a Lorentzian of full width 2ZΔ_sp. For an assumed Δ_sp = 0.5 eV the width is 0.86 eV, and n falls from 0.90 to 0.87. The state is then discrete with respect to the d band alone. This estimate requires sp states at −6.15 eV. It also leaves out the real part of the self-energy that a band with finite edges has: for a flat sp band from −10 to 20 eV, this part lowers the bonding level by about 0.3 eV. The value depends on the assumed bottom of the band: with the bottom at −8 eV it is about 0.4 eV. For these two finite bands the width is 0.9 to 1.0 eV and n is 0.88.

*Coulomb shift.* If the coupling changes, n changes, and ε_a should follow. Take an assumed repulsion U = 6 eV from each of five equally occupied partner orbitals, with −5 eV as the self-consistent level at V = 3 eV. A 10 % larger coupling then lowers ε_a by 0.28 eV, and the upper threshold moves from 5.59 to 6.10 eV. A small transfer of charge among the orbitals at fixed total obeys δn_i = −U(∂n/∂ε_a)δn_i, so equal occupation becomes unstable when −U ∂n/∂ε_a reaches 1. Here it is 0.14, so equal occupation is stable against such transfers in this mean field.

*Overlap.* With nonorthogonal orbitals the coupling at energy x is V_ak − (x − e)S_ak, where V_ak is now defined at the oxygen level. For a total overlap of 0.1, with the same k-dependence as V_ak and the opposite sign, the coupling weakens below e and the bonding level rises by 0.07 eV.

*Band shape.* A rectangular band of half-width B has Σ = (V²/2B) ln[(x + B)/(x − B)]. This diverges at the upper edge, so F → −∞ there and an upper level exists for any nonzero coupling. The finite threshold belongs to the soft edge of the semi-ellipse. The difference in weight is tiny here: for B = 4.33 eV, which gives the same variance, the upper level is 0.0001 eV above the edge and has a weight of 0.0001. The bonding level moves by 0.002 eV. Far from a symmetric band Σ = V²/x + V²m₂/x³ + …, where m₂ is the variance, so the two shapes first differ in the next term.

*Temperature.* At 600 K the thermal energy is 0.052 eV, and at a fixed chemical potential n changes by about 10⁻⁶. If the filling of the semi-elliptic band is held fixed instead, the chemical potential drops by 0.0006 eV and n falls by about 10⁻⁵. The bonding level is far below the Fermi level, and the band density is nearly flat there.

**10. Reading the result for the onset of oxidation**

The semi-ellipse holds 2.0 electrons in ten d spin-orbitals, and the free hafnium atom has two 5d electrons. This supports the assumed band filling only roughly, since the count in the metal can differ, and it does not test the coupling or the oxygen level. Among the effects sized in section 9, those of the sp band (a width and a shift) and the Coulomb shift are the largest. If the coupling were 10 % larger, the oxygen level would move by about 0.3 eV, and the assumed sp band gives the bonding state a width near 1 eV. Together with the direct effect of the larger coupling, this shift would put the bonding level near −6.6 eV. The d band alone puts the level at −6.15 eV, and the assumed sp band lowers it by a further 0.3 to 0.4 eV. The effects also combine. The sp band lowers n, and if −5 eV is the self-consistent level without it, the Coulomb response lowers ε_a by about 0.3 eV. The peak then lies at −6.7 to −6.9 eV, or at −7.1 to −7.3 eV with the larger coupling. The level is therefore best quoted as roughly −6 to −7 eV, with an uncertainty of about half an electronvolt on either side. Because the input level of −5 eV was itself a typical value, this is an estimate and not a prediction from first principles.

The calculation describes one adsorbed oxygen atom on clean metal. It shows how a bonding state forms and how the coupling shares the oxygen orbital with the metal. The negative charge on the oxygen comes from the assumed position of its level below the Fermi level: at a fixed −5 eV the uncoupled orbital would be full, and the coupling lowers its occupation to 0.90. It does not contain the dissociation of O₂, interactions between adsorbed atoms, or the movement of oxygen below the surface, so it gives neither a reaction barrier nor an oxide growth rate. The numerical output below lists the values to more digits than the model deserves, so that the arithmetic can be followed.

Values computed for the example and the checks

```
TESTS
chain: worst discrete energy error 5.3e-15 eV
chain: worst discrete weight error 6.7e-16
chain: worst cumulative density error 8.9e-04
existence conditions checked in 62 cases
threshold gap, numeric / law: 0.9939
threshold weight, numeric / law: 0.9908
EXAMPLE: O on Hf, energies relative to the Fermi level
band centre 2.50 eV, half-width 5.00 eV
band edges -2.50 and 7.50 eV
electrons in ten d spin-orbitals 1.96
oxygen level -5.00 eV, coupling 3.00 eV
e = -7.50 eV, beta = 0.7200
(1 - beta) W = 1.400 eV
u = -3.1401, amplitude ratio 1/u = -0.3185
x_b = -8.6465 eV
discrete level -6.1465 eV
shift from oxygen level -1.1465 eV
distance below band edge 3.6465 eV
discrete weight 0.8602, band weight 0.1398
sum of weights 1.00000000
band density at Fermi level 0.01773 per eV
band density maximum 0.01779 per eV
maximum lies at 0.366 eV
band weight below Fermi level 0.0365
occupation per spin-orbital 0.8967
electrons beyond neutral O, six alike 1.380
coupling threshold of upper level 5.5902 eV
SWEEP at fixed oxygen level: V; level, weight; band weight
V=1.5 eV; -5.325 eV, 0.9488; band 0.0512
V=3.0 eV; -6.146 eV, 0.8602; band 0.1398
V=4.5 eV; -7.238 eV, 0.7887; band 0.2113
V=6.0 eV; -8.472 eV, 0.7377; 7.547 eV, 0.0522; band 0.2101
V=8.0 eV; -10.236 eV, 0.6911; 8.547 eV, 0.2007; band 0.1082
NEGLECTED EFFECTS
sp half-broadening assumed 0.50 eV
full width of discrete level 0.860 eV
estimate 2 Z times half-broadening 0.860 eV
occupation with sp band 0.8715
Coulomb U assumed 6.0 eV, other orbitals 5
level shift for 10 % more coupling -0.283 eV
upper threshold with level shift 6.103 eV
spin instability factor (unstable above 1) 0.136
overlap assumed 0.10: level moves +0.0701 eV
rectangular band half-width 4.330 eV
rectangular band: level moves +0.0022 eV
rectangular band: upper level 9.86e-05 eV above edge
rectangular band: upper weight 9.48e-05
thermal energy at 600 K 0.0517 eV
thermal change of occupation +1.49e-06
```
